\section*{Electron interactions and the Drude response of one and two carrier species}

\section*{Question}

Electrons in a doped semiconductor repel one another strongly and collide often. Yet the Drude formula, used to predict how free carriers change the refractive index of silicon, contains their density, charge and mass and no trace of their mutual repulsion. Why may the repulsion be left out for a single parabolic band, and what happens when two kinds of carrier are present, as in a modulator that injects electrons and holes together?

\section*{Answer}

\subsection*{The field pushes the centre of mass}

Take $N$ carriers of charge $q$ and mass $m$ in a volume $\mathcal V$, with density $n=N/\mathcal V$. They interact through a pair potential $U(\mathbf r_i-\mathbf r_j)$, which is even in its argument. The wavelength of the light is taken to be so long that all carriers feel the same field $\mathbf E(t)$. This is the total macroscopic field: if charge collects on the surfaces of a sample, its field is part of $\mathbf E$. The equations of motion are
\begin{equation}
\frac{d\mathbf r_i}{dt}=\frac{\mathbf p_i}{m},\qquad
\frac{d\mathbf p_i}{dt}=q\mathbf E-\sum_{j\neq i}\nabla U(\mathbf r_i-\mathbf r_j).
\end{equation}
They hold in classical mechanics and also for quantum operators in the Heisenberg picture, where they follow from the commutators with the Hamiltonian.

Now add the second equation over all carriers. Since $U$ is even, $\nabla U$ is odd, so the force of $j$ on $i$ cancels that of $i$ on $j$. The total momentum $\mathbf P=\sum_i\mathbf p_i$ obeys
\begin{equation}
\frac{d\mathbf P}{dt}=Nq\mathbf E .
\end{equation}
A collision between two carriers passes momentum from one to the other and leaves the sum as it was. This alone does not fix the current, which is a sum of velocities. In a parabolic band, however, velocity is proportional to momentum with the same factor $1/m$ for every carrier:
\begin{equation}
\mathbf J=\frac{q}{\mathcal V}\sum_i\frac{\mathbf p_i}{m}=\frac{q\mathbf P}{m\mathcal V}
\quad\Longrightarrow\quad
\frac{d\mathbf J}{dt}=\frac{nq^2}{m}\mathbf E .
\label{eq:one}
\end{equation}
The current is the motion of the centre of mass and nothing else. The interaction may correlate the carriers as strongly as it likes, but it acts on their relative coordinates, which neither feel a uniform field nor carry current.

With the convention $e^{-i\omega t}$, the time derivative becomes $-i\omega$, and \eqref{eq:one} gives $\sigma(\omega)=i(nq^2/m)/\omega$, with $\omega$ approached from the upper half-plane. No weak-coupling assumption was made.

Phonons and impurities take momentum out of the carrier system. If they do so at a rate $\gamma_L$, a term $-\gamma_L\mathbf J$ joins the right side of \eqref{eq:one}, and
\begin{equation}
\sigma(\omega)=\frac{nq^2/m}{\gamma_L-i\omega}.
\end{equation}
The numerator is protected. The rate $\gamma_L$ is not: interactions screen impurities, and they redistribute carriers among energies at which the lattice scatters differently.

\subsection*{Two species have a second way to carry current}

Let species $a=1,2$ have density $n_a$, charge $q_a$, mass $m_a$ and mean velocity $\mathbf v_a$. Forces within each species cancel as before. What remains is the force per volume $\mathbf F$ that species 2 exerts on species 1, with $-\mathbf F$ acting back:
\begin{equation}
n_1m_1\dot{\mathbf v}_1=n_1q_1\mathbf E+\mathbf F,\qquad
n_2m_2\dot{\mathbf v}_2=n_2q_2\mathbf E-\mathbf F .
\label{eq:two}
\end{equation}
Multiply the first equation by $q_1/m_1$ and the second by $q_2/m_2$, then add. Since $\mathbf J=n_1q_1\mathbf v_1+n_2q_2\mathbf v_2$,
\begin{equation}
\frac{d\mathbf J}{dt}=\left(\frac{n_1q_1^2}{m_1}+\frac{n_2q_2^2}{m_2}\right)\mathbf E
+\left(\frac{q_1}{m_1}-\frac{q_2}{m_2}\right)\mathbf F .
\label{eq:break}
\end{equation}
Momentum is still conserved, but a given amount of it is worth a different current in each species. Moving it from one to the other therefore changes $\mathbf J$. The criterion is the charge-to-mass ratio. For equal charges, different masses break the protection. Electrons and holes break it even with equal masses, because their charges have opposite signs.

\subsection*{A small quantum example}

Two particles on a ring of length 10, in units with $\hbar=1$, show each link of the argument. Their interaction is $4q_1q_2/\sqrt{1+d^2}$, with $d$ the chord between them. Starting close to the ground state, a half-sine field pulse, $E\propto\sin(\pi t/10)$ for $0<t<10$, delivers an impulse 0.1 per unit charge. The Schr\"odinger equation is integrated on a grid by alternating potential and kinetic steps. The final current is divided by its value for free particles in parabolic bands.

Identical particles give 1.0000. So do masses 1 and 2 with charges 1 and 2, whose ratios $q/m$ agree. Masses 1 and 3 with unit charges give 0.660. Here the centre of mass supplies $(1+1)^2/(1+3)=1$ out of the free value $1+1/3$, a share of 0.75; the remaining $-0.09$ is relative motion that runs backwards at that instant. This part depends on the pulse shape and keeps oscillating: over the next 8 time units the ratio ranges between about 0.60 and 0.89. Equal masses with charges $1$ and $-1$ give $-0.035$. Here the total charge is zero, so the centre of mass supplies no current and the whole of this small value is relative motion.

Two further cases remove other supports of the argument for identical particles. A static potential $0.5\cos(2\pi x/10)$ exchanges momentum with them and lowers the ratio at the end of the pulse to 0.639. A nonparabolic band, $\mathcal E(1+0.3\,\mathcal E)=p^2/2$ for energy $\mathcal E$, gives 0.997 without interaction and 0.900 with it. In that band total momentum is conserved, but it no longer determines the current.

\subsection*{The two-species conductivity}

In an isotropic system and to first order in the field, both $\mathbf F$ and the relative velocity $\mathbf w=\mathbf v_1-\mathbf v_2$ are proportional to $\mathbf E$. Their ratio defines a complex drag coefficient $\eta(\omega)$ through $\mathbf F=-\eta\mathbf w$. Write $\rho_a=n_am_a$, $\rho=\rho_1+\rho_2$ and $s_a=q_a/m_a$. Dividing each equation in \eqref{eq:two} by $\rho_a$ and subtracting gives
\begin{equation}
-i\omega\mathbf w=(s_1-s_2)\mathbf E-\gamma\mathbf w,\qquad
\gamma=\eta\left(\frac1{\rho_1}+\frac1{\rho_2}\right),
\end{equation}
so $\mathbf w=(s_1-s_2)\mathbf E/(\gamma-i\omega)$. Adding the equations instead removes $\mathbf F$. The centre-of-mass velocity $\mathbf V=(\rho_1\mathbf v_1+\rho_2\mathbf v_2)/\rho$ obeys
\begin{equation}
-i\omega\rho\mathbf V=(n_1q_1+n_2q_2)\mathbf E .
\end{equation}
To assemble the current, insert $\mathbf v_1=\mathbf V+\rho_2\mathbf w/\rho$ and $\mathbf v_2=\mathbf V-\rho_1\mathbf w/\rho$, and use $n_aq_a=\rho_as_a$:
\begin{equation}
\mathbf J=(n_1q_1+n_2q_2)\mathbf V+\frac{\rho_1\rho_2}{\rho}(s_1-s_2)\mathbf w .
\end{equation}
The conductivity is therefore
\begin{align}
\sigma(\omega)&=\frac{iD_{\rm cm}}{\omega}+\frac{D_{\rm rel}}{\gamma(\omega)-i\omega},
\label{eq:sigma}\\
D_{\rm cm}&=\frac{(n_1q_1+n_2q_2)^2}{\rho},\qquad
D_{\rm rel}=\frac{\rho_1\rho_2}{\rho}(s_1-s_2)^2 .
\end{align}
The two weights add up to the free-carrier value:
\begin{align}
D_{\rm cm}+D_{\rm rel}
&=\frac{(\rho_1s_1+\rho_2s_2)^2+\rho_1\rho_2(s_1-s_2)^2}{\rho}\nonumber\\
&=\frac{(\rho_1+\rho_2)(\rho_1s_1^2+\rho_2s_2^2)}{\rho}
=\frac{n_1q_1^2}{m_1}+\frac{n_2q_2^2}{m_2}\equiv D .
\end{align}
In the second line the cross terms $\pm2\rho_1\rho_2s_1s_2$ have cancelled.

At high frequency, where $|\gamma|\ll\omega$, \eqref{eq:sigma} tends to $iD/\omega$: the carriers reverse direction before drag can act, and both species respond as if free. At low frequency drag locks the species together, and the undamped response retains the weight $D_{\rm cm}$. If species 2 is a small minority, $D_{\rm rel}\to\rho_2(s_1-s_2)^2$, so the damage is proportional to the minority density.

Equal densities of electrons and holes are the extreme case. The total charge vanishes, $D_{\rm cm}=0$, and the whole response is relative motion:
\begin{equation}
\sigma=\frac{D}{\gamma-i\omega},\qquad
D=\frac{ne^2}{\mu},\qquad \frac1\mu=\frac1{m_e}+\frac1{m_h}.
\label{eq:neutral}
\end{equation}
Mutual drag alone then gives a finite resistance. If the lattice also damps both species at the same rate $\gamma_L$, and its friction simply adds to the drag, $\gamma$ becomes $\gamma+\gamma_L$.

\subsection*{How large the drag is}

For weak scattering, $\gamma$ follows from energy absorption, provided $\omega$ or $\gamma_L$ is large compared with $\gamma$. At zero frequency this route gives the friction between two rigidly drifting Maxwell distributions. With drag alone the distributions deform and the true rate is lower: for the parameters below, with one species held fixed and collisions within the other ignored, by about a factor of 2. In coordinates that follow the drift of each species, the pair potential is shaken by a relative displacement $u_0\cos\omega t$. The perturbation is $u_0\cos\omega t$ times a component of $\nabla U$. A pair goes from relative wavevector $\mathbf k$ to $\mathbf k'$, with $Q=|\mathbf k'-\mathbf k|$, and gains or loses $\hbar\omega$. The squared matrix element is $(u_0^2/4)(Q^2/3)U_Q^2/\mathcal V^2$ after averaging over directions. Fermi's golden rule, applied to $n^2$ pairs per unit volume squared, gives the net absorbed power density
\begin{equation}
\hbar\omega\,\frac{2\pi}{\hbar}\,n^2\,\frac{u_0^2}{12}\,X,\qquad
X=\left\langle\int\!\frac{d^3k'}{(2\pi)^3}\,Q^2U_Q^2
\left[\delta(\Delta-\hbar\omega)-\delta(\Delta+\hbar\omega)\right]\right\rangle ,
\end{equation}
where $\Delta$ is the change of relative kinetic energy and the brackets denote a Maxwell average with mass $\mu$. Friction dissipates $\tfrac12\,{\rm Re}\,\eta\;\omega^2u_0^2$. Equating the two, and using $\gamma=\eta/(n\mu)$ for equal densities,
\begin{equation}
{\rm Re}\,\gamma(\omega)=\frac{\pi n}{3\mu\omega}X .
\label{eq:rate}
\end{equation}
The potential is the screened Coulomb attraction, $|U_Q|=e^2/[\varepsilon(Q^2+\lambda^{-2})]$, with Debye length $\lambda=\sqrt{\varepsilon k_BT/(2ne^2)}$.

When $\hbar\omega\gg k_BT$, the final energy is nearly $\hbar\omega$, so $k'\simeq Q\simeq\sqrt{2\mu\omega/\hbar}$. Then $X\propto k'Q^2U_Q^2\propto Q^{-1}$, and ${\rm Re}\,\gamma\propto\omega^{-3/2}$. Fast oscillation needs a large momentum transfer, which a Coulomb potential supplies poorly.

The imaginary part follows from causality. Since $\gamma(\omega)$ is analytic in the upper half-plane, vanishes at large frequency and has an even real part,
\begin{equation}
{\rm Im}\,\gamma(\omega)=\frac{2\omega}{\pi}\,{\rm P}\!\int_0^\infty
\frac{{\rm Re}\,\gamma(\omega')}{\omega^2-\omega'^2}\,d\omega' .
\label{eq:kk}
\end{equation}

\subsection*{From conductivity to index}

Carriers change the relative permittivity by $i\sigma/(\varepsilon_0\omega)$. For a small change, the index $n_0$ shifts by half of this divided by $n_0$. Expanding \eqref{eq:neutral} for $|\gamma|\ll\omega$,
\begin{equation}
\sigma\simeq\frac{iD}{\omega}\left(1+\frac{{\rm Im}\,\gamma}{\omega}-i\frac{{\rm Re}\,\gamma}{\omega}\right),
\end{equation}
so the index change and the power absorption coefficient are
\begin{equation}
\Delta n=-\frac{D}{2n_0\varepsilon_0\omega^2}\left(1+\frac{{\rm Im}\,\gamma}{\omega}\right),
\qquad
\alpha=\frac{{\rm Re}\,\sigma}{n_0\varepsilon_0c}\simeq\frac{2|\Delta n|}{c}\,{\rm Re}\,\gamma .
\label{eq:index}
\end{equation}

\subsection*{Numbers for a silicon modulator}

Take $10^{17}\ \mathrm{cm^{-3}}$ electrons and as many holes at 300 K, with light of wavelength 1550 nm. Rough typical parameters are $m_e=0.26\,m_0$, $m_h=0.39\,m_0$, $\varepsilon=11.7\,\varepsilon_0$, $n_0=3.48$ and $\gamma_L=10^{13}\ \mathrm{s^{-1}}$ for both species. Then $\mu=0.156\,m_0$ and $\omega=1.215\times10^{15}\ \mathrm{s^{-1}}$. Without drag, the electron part is
\begin{equation}
\Delta n_e=-\frac{(10^{23}\ \mathrm{m^{-3}})\,e^2}
{2(3.48)\,\varepsilon_0\,(0.26\,m_0)\,(1.215\times10^{15}\ \mathrm{s^{-1}})^2}
=-1.19\times10^{-4}.
\end{equation}
The hole part is smaller by $0.26/0.39$, or $-0.79\times10^{-4}$, and the sum is $-1.98\times10^{-4}$.

Numerical quadrature of \eqref{eq:rate}, with $\lambda=9.1$ nm, gives ${\rm Re}\,\gamma=1.4\times10^{12}\ \mathrm{s^{-1}}$ at zero frequency and $1.3\times10^{10}\ \mathrm{s^{-1}}$ at the optical frequency. Equation \eqref{eq:kk} gives an optical ${\rm Im}\,\gamma=8.7\times10^{10}\ \mathrm{s^{-1}}$. It exceeds the real part because it collects the strong scattering at lower frequencies. The relative index change due to drag is
\begin{equation}
\frac{{\rm Im}\,\gamma}{\omega}=\frac{8.7\times10^{10}}{1.215\times10^{15}}\simeq7\times10^{-5}.
\end{equation}
From \eqref{eq:index}, drag alone absorbs $1.7\times10^{-4}\ \mathrm{cm^{-1}}$, against $0.13\ \mathrm{cm^{-1}}$ for the lattice rate alone.

At zero frequency the same carriers and the same interaction behave differently. The conductivity $D/\gamma_L=18.1\ \mathrm{S/cm}$ falls to
\begin{equation}
\frac{D}{\gamma_L+\gamma(0)}=\frac{18.1\ \mathrm{S/cm}}{1+0.142}=15.8\ \mathrm{S/cm},
\end{equation}
a reduction of 12\%. The protection is lost at both frequencies, but the loss is visible only where the drag has time to act.

\subsection*{What the estimate leaves out}

The zero-frequency rate is the less certain one. A Debye sphere holds only 0.64 carriers, so smooth screening is a poor picture. Halving or doubling $\lambda$ moves the rate to $0.7$ or $2.2\times10^{12}\ \mathrm{s^{-1}}$, and the reduction to 7\% or 18\%. The optical ${\rm Re}\,\gamma$ moves by about 2\% at most, because its large $Q$ makes screening unimportant. The ratio ${\rm Im}\,\gamma/\omega$, which sets the index change and draws on lower frequencies, moves more, to $5.4$ or $8.3\times10^{-5}$. The optical rate does assume parabolic bands up to the 0.8 eV that an absorbing pair gains, which is only a rough description of silicon.

Weak scattering is itself doubtful. An unscreened electron-hole pair is bound by 15.5 meV, not far below $k_BT=25.9$ meV. Attraction raises the chance of finding the two together: the Sommerfeld factor for an unscreened Coulomb potential, averaged over thermal energies, is 5.6. The optical ${\rm Re}\,\gamma$ between unbound carriers could thus be several times larger. ${\rm Im}\,\gamma$ follows the excess of this factor over 1 and grows less, about 1.7 times its lowest-order unscreened value; even a tenfold increase would leave the relative index change below $10^{-3}$. The mass-action ratio $n(2\pi\hbar^2/\mu k_BT)^{3/2}e^{E_b/k_BT}$, with binding energy $E_b$, suggests about 0.24 pairs in the bound ground state per free pair if $n$ is read as the density of free pairs, before screening weakens the binding. Such neutral pairs would lower the zero-frequency conductivity further.

Silicon also breaks the protection among electrons alone. For a field along a cube axis, two of its six valleys have mass $0.92\,m_0$ and four have $0.19\,m_0$. The protected share is
\begin{equation}
\frac{D_{\rm cm}}{D}=\frac{6^2}{(2\times0.92+4\times0.19)(2/0.92+4/0.19)}=0.60 .
\end{equation}
Heavy and light holes of masses $0.49$ and $0.16\,m_0$, treated as separate parabolic bands populated as $m^{3/2}$, give 0.84. A nonparabolicity of roughly $0.5\ \mathrm{eV^{-1}}$ lowers the thermal average of the electron weight by 6\%. The finite wavelength matters far less: the thermal speed $\sqrt{k_BT/m_e}$ is $1.5\times10^{-3}$ of the phase speed $c/n_0$, and by symmetry the correction starts with its square.

The lattice rate corresponds to mobilities $e/(m\gamma_L)$ of about 680 and 450 $\mathrm{cm^2/Vs}$, the right order of magnitude for silicon doped to this density. An undoped region filled by injection has lattice mobilities nearer 1400 and 470 $\mathrm{cm^2/Vs}$, and the same drag then lowers the zero-frequency conductivity by about 19\%. Empirical carrier-carrier mobility formulas for silicon diodes imply a drag several times stronger than the estimate here, so the 12\% is a figure of the model, not of a device. Measured index changes at this density are roughly twice the model's, and measured absorption is roughly ten times its lattice value. The constant lattice rate is a doubtful assumption for absorption, since phonons and impurities scatter differently at optical frequency; interband transitions are also absent. These gaps far exceed the estimated electron-hole drag. Within the model, at fixed carrier densities and for $\omega\gg|\gamma|$, the index change is set to leading order by the sum of density over mass, whether or not the carriers collide with one another.

All numerical values are calculated from the stated model.
